# Dynamic localization and absolute negative conductance in an ac-driven tight-binding band: a program that tests the result

```python
"""Driven tight-binding band: dynamic localization and negative conductance.

Results under test, for E(k) = -2 J cos(k a) and force e F(t) along +x,
F(t) = F_dc + F_ac cos(w t), K = e F_ac a / (hbar w):
  1. Without scattering and with F_dc = 0, whole-period evolution equals that
     of an undriven chain with hopping J * J0(K); J0(K) = 0 gives full return.
  2. With relaxation time tau, the mean drift velocity is
     V * sum_n Jn(K)^2 x_n / (1 + x_n^2),  x_n = (w_B + n w) tau,
     w_B = e F_dc a / hbar, V = (2 J a / hbar) I1(beta) / I0(beta),
     beta = 2 J / (k_B T). At zeros of J0 the zero-bias slope is negative
     for w tau >= 1.
Dimensionless names: wt = w tau, bias = w_B tau, hop = J / (hbar w).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import iv, j0, jn_zeros, jv

# ---------------- model parameters (SI) ----------------
e, hbar, kB = const.e, const.hbar, const.k
J = 5e-3 * e
a = 10e-9
freq = 2e12
tau = 0.2e-12
temperature = 300.0
density = 1e22
omega = 2 * np.pi * freq
wt = omega * tau
hop = J / (hbar * omega)
beta = 2 * J / (kB * temperature)
thermal = iv(1, beta) / iv(0, beta)
V = 2 * J * a / hbar * thermal
K0 = jn_zeros(0, 1)[0]

# ---------------- scattering-free chain in the site basis ----------------
HALF = 70
sites = np.arange(-HALF, HALF + 1)
STEPS = 800


def hopping_matrix(h1, h2=0.0):
    size = len(sites)
    m = np.zeros((size, size))
    for distance, h in ((1, h1), (2, h2)):
        m -= h * (np.eye(size, k=distance) + np.eye(size, k=-distance))
    return m


def propagate(K, periods, phase=0.0, h2=0.0):
    """Split-step solution from the central site; time is measured as w t."""
    dt = 2 * np.pi / STEPS
    step = expm(-1j * hopping_matrix(hop, h2) * dt)
    psi = np.zeros(len(sites), complex)
    psi[HALF] = 1.0
    spread = [0.0]
    for i in range(int(round(STEPS * periods))):
        force = K * np.cos((i + 0.5) * dt + phase)
        half_kick = np.exp(0.5j * force * sites * dt)
        psi = half_kick * (step @ (half_kick * psi))
        spread.append(float(np.sum(sites**2 * np.abs(psi)**2)))
    return psi, np.array(spread)


periods = 5
duration = 2 * np.pi * periods
for K in (1.0, K0, 3.5):
    driven, _ = propagate(K, periods)
    start = np.zeros(len(sites))
    start[HALF] = 1.0
    effective = expm(-1j * hopping_matrix(hop * j0(K)) * duration) @ start
    assert np.max(np.abs(driven - effective)) < 1e-3

localized, spread_loc = propagate(K0, periods)
return_prob = abs(localized[HALF])**2
shifted, _ = propagate(K0, periods, phase=1.0)
assert return_prob > 1 - 1e-6 and abs(shifted[HALF])**2 > 1 - 1e-6

# spread and site probabilities inside a period, from the phase integral
s = np.linspace(0, 2 * np.pi, STEPS + 1)
integrand = np.exp(1j * K0 * np.sin(s))
pieces = 0.5 * (integrand[1:] + integrand[:-1]) * (s[1] - s[0])
G = hop * np.concatenate(([0], np.cumsum(pieces)))
assert np.max(np.abs(spread_loc[:STEPS + 1] - 2 * np.abs(G)**2)) < 1e-3
half_state, _ = propagate(K0, 0.5)
half_formula = jv(sites, 2 * abs(G[STEPS // 2]))**2
assert np.max(np.abs(np.abs(half_state)**2 - half_formula)) < 1e-4
max_rms = np.sqrt(spread_loc.max())

_, spread_free = propagate(0.0, periods)
rms_free = np.sqrt(spread_free[-1])
assert abs(rms_free - np.sqrt(2) * hop * duration) < 1e-3

# second-neighbour hopping is multiplied by J0(2K) and spoils localization
h2 = 0.1 * hop
_, spread_second = propagate(K0, periods, h2=h2)
rms_second = np.sqrt(spread_second[-1])
assert abs(rms_second - np.sqrt(8) * h2 * abs(j0(2 * K0)) * duration) < 1e-3


# ---------------- relaxation-time transport: derived formulas ----------------
def replicas(K):
    n = np.arange(-int(K) - 40, int(K) + 41)
    return n, jv(n, K)**2


def drift(bias, K, w):
    n, weight = replicas(K)
    x = bias + n * w
    return float(np.sum(weight * x / (1 + x**2)))


def slope(K, w):
    n, weight = replicas(K)
    x2 = (n * w)**2
    return float(np.sum(weight * (1 - x2) / (1 + x2)**2))


def power(bias, K, w):
    n, weight = replicas(K)
    return float(1 - np.sum(weight / (1 + (bias + n * w)**2)))


# ---------------- direct solution of the Boltzmann equation ----------------
def boltzmann(bias, K, w, nk=32, steps=400):
    """Period means of drift / V and power / (2 J thermal / tau)."""
    theta = 2 * np.pi * np.arange(nk) / nk
    modes = np.fft.fftfreq(nk, 1 / nk)
    modes[nk // 2] = 0
    derivative = np.fft.ifft(1j * modes[:, None]
                             * np.fft.fft(np.eye(nk), axis=0), axis=0).real
    f0 = np.exp(beta * np.cos(theta))
    f0 /= f0.sum()
    norm = np.sum(f0 * np.cos(theta))
    period = 2 * np.pi / w
    dt = period / steps
    cycles = int(np.ceil(25 / period)) + 1

    def rate(t):
        return bias + K * w * np.cos(w * t)

    def rhs(t, f):
        return -rate(t) * (derivative @ f) - (f - f0)

    f = f0.copy()
    velocities, powers = [], []
    for i in range(cycles * steps):
        t = i * dt
        if i >= (cycles - 1) * steps:
            v = np.sum(np.sin(theta) * f) / norm
            velocities.append(v)
            powers.append(rate(t) * v)
        k1 = rhs(t, f)
        k2 = rhs(t + dt / 2, f + dt / 2 * k1)
        k3 = rhs(t + dt / 2, f + dt / 2 * k2)
        k4 = rhs(t + dt, f + dt * k3)
        f = f + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return np.mean(velocities), np.mean(powers)


# most negative drift and the bias at which the drift returns to zero
best = minimize_scalar(lambda b: drift(b, K0, wt), bounds=(0.01, wt),
                       method="bounded", options={"xatol": 1e-9})
bias_min, drift_min = best.x, best.fun
bias_zero = brentq(lambda b: drift(b, K0, wt), bias_min, wt + 1)
inside = np.linspace(0.001, 0.999, 400) * bias_zero
curve = np.array([drift(b, K0, wt) for b in inside])
assert np.all(curve < 0) and drift_min <= curve.min() + 1e-9
assert drift(bias_zero + 0.01, K0, wt) > 0

for bias, K, w in ((bias_min, K0, wt), (0.7, 1.0, wt), (1.3, 3.5, 1.2),
                   (0.8, 0.0, wt)):
    v_num, p_num = boltzmann(bias, K, w)
    assert abs(v_num - drift(bias, K, w)) < 1e-5
    assert abs(p_num - power(bias, K, w)) < 1e-4
v_direct, p_direct = boltzmann(bias_min, K0, wt)
assert v_direct < 0 < p_direct
v_small, _ = boltzmann(0.02, K0, wt)
assert abs(v_small / 0.02 - slope(K0, wt)) < 2e-4

# zero-bias slope from the time integral; sign at several zeros of J0
u = np.linspace(0, 45, 90001)


def slope_integral(K, w):
    return simpson(u * np.exp(-u) * j0(2 * K * np.sin(w * u / 2)), x=u)


for K in jn_zeros(0, 4):
    for w in (1.0, 2.0, 5.0):
        value = slope_integral(K, w)
        assert value < 0 and abs(value - slope(K, w)) < 1e-6

# slow drive: average the static curve over the oscillating field
X, w_slow = 2.0, 0.02
angle = 2 * np.pi * np.arange(2000) / 2000


def static_average(b):
    x = b + X * np.cos(angle)
    return np.mean(x / (1 + x**2))


slow_numeric = (static_average(1e-4) - static_average(-1e-4)) / 2e-4
slow_formula = (1 + X**2)**-1.5
assert abs(slow_numeric - slow_formula) < 1e-6
slow_replica = slope(X / w_slow, w_slow)
assert abs(slow_replica - slow_formula) < 1e-3

# threshold in w tau at the first zero, and window in K at the given w tau
threshold = brentq(lambda w: slope_integral(K0, w), 0.2, 1.0)
for w in np.linspace(0.02, 0.98, 30) * threshold:
    assert slope(K0, w) > 0
K_low = brentq(lambda K: slope(K, wt), 1.0, K0)
K_high = brentq(lambda K: slope(K, wt), K0, 3.8)
for K in np.linspace(K_low + 1e-3, K_high - 1e-3, 40):
    assert slope_integral(K, wt) < 0

# ---------------- worked example ----------------
field_unit = hbar / (e * a * tau)          # V/m for bias = 1
F_ac = K0 * hbar * omega / (e * a)
sigma0 = density * e * V / field_unit
power_unit = 2 * J * thermal / tau / e * 1e3 * 1e-12   # meV/ps
total_power = power(bias_min, K0, wt) * power_unit
dc_power = bias_min * drift_min * power_unit
current_unit = density * e * V * 1e-6      # MA/m^2

print(f"hopping J = {J / e * 1e3:.3f} meV")
print(f"band width 4J = {4 * J / e * 1e3:.3f} meV")
print(f"period a = {a * 1e9:.2f} nm")
print(f"drive frequency = {freq * 1e-12:.2f} THz")
print(f"photon energy = {hbar * omega / e * 1e3:.4f} meV")
print(f"relaxation time = {tau * 1e12:.2f} ps")
print(f"temperature = {temperature:.0f} K")
print(f"carrier density = {density:.1e} m^-3")
print(f"omega tau = {wt:.4f} (no unit)")
print(f"J/(hbar omega) = {hop:.4f} (no unit)")
print(f"first zero of J0: K0 = {K0:.5f} (no unit)")
print(f"ac field amplitude at K0 = {F_ac * 1e-6:.4f} MV/m")
print(f"  the same = {F_ac * 1e-5:.3f} kV/cm")
print("K, J0(K), J_eff in meV, sigma/sigma0:")
for K in (0.0, 1.0, 2.0, K0, 3.5, jn_zeros(0, 2)[1]):
    print(f"  {K:.4f} {j0(K):+.5f} {J / e * 1e3 * j0(K):+.4f}"
          f" {slope(K, wt):+.5f}")
print(f"return probability, {periods} periods, K0 = {return_prob:.7f}")
print(f"largest rms spread at K0 = {max_rms:.4f} sites")
print(f"undriven rms, {periods} periods = {rms_free:.3f} sites")
print(f"second-neighbour hopping used = {h2 / hop:.2f} J")
print(f"rms with it at K0, {periods} periods = {rms_second:.4f} sites")
print(f"beta = 2J/kT = {beta:.5f} (no unit)")
print(f"thermal factor I1/I0 = {thermal:.5f} (no unit)")
print(f"velocity scale V = {V:.1f} m/s")
print(f"undriven peak drift V/2 = {V / 2:.1f} m/s")
print(f"undriven peak field = {field_unit * 1e-6:.4f} MV/m")
print(f"undriven conductivity sigma0 = {sigma0:.3f} S/m")
print(f"conductivity at K0 = {sigma0 * slope(K0, wt):.3f} S/m")
print("pairs +n,-n in sigma/sigma0 at K0:")
for n in (1, 2, 3):
    x2 = (n * wt)**2
    pair = 2 * jv(n, K0)**2 * (1 - x2) / (1 + x2)**2
    print(f"  n={n}: Jn^2 = {jv(n, K0)**2:.5f}, pair = {pair:+.5f}")
print(f"negative window: K = {K_low:.4f} to {K_high:.4f}")
print(f"threshold omega tau at K0 = {threshold:.4f} (no unit)")
print(f"slow drive, K omega tau = {X:.1f}: ratio = {slow_replica:.5f}")
print(f"  slow-limit formula = {slow_formula:.5f} (no unit)")
print(f"dc field of most negative drift = "
      f"{bias_min * field_unit * 1e-6:.4f} MV/m")
print(f"omega_B tau there = {bias_min:.4f} (no unit)")
print(f"drift there: v/V = {drift_min:.5f}, v = {V * drift_min:.1f} m/s")
print(f"  v/V from Boltzmann equation = {v_direct:.5f}")
print(f"current density there = {current_unit * drift_min:.4f} MA/m^2")
print(f"undriven current, same dc field = "
      f"{current_unit * drift(bias_min, 0.0, wt):.4f} MA/m^2")
print(f"dc field of zero current = {bias_zero * field_unit * 1e-6:.4f} MV/m")
print(f"omega_B/omega there = {bias_zero / wt:.5f} (no unit)")
print(f"dc power absorbed per carrier = {dc_power:.4f} meV/ps")
print(f"ac power absorbed per carrier = {total_power - dc_power:.4f} meV/ps")
print(f"total power to the bath = {total_power:.4f} meV/ps")
print("checks complete")
```

Running it gives:

```
hopping J = 5.000 meV
band width 4J = 20.000 meV
period a = 10.00 nm
drive frequency = 2.00 THz
photon energy = 8.2713 meV
relaxation time = 0.20 ps
temperature = 300 K
carrier density = 1.0e+22 m^-3
omega tau = 2.5133 (no unit)
J/(hbar omega) = 0.6045 (no unit)
first zero of J0: K0 = 2.40483 (no unit)
ac field amplitude at K0 = 1.9891 MV/m
  the same = 19.891 kV/cm
K, J0(K), J_eff in meV, sigma/sigma0:
  0.0000 +1.00000 +5.0000 +1.00000
  1.0000 +0.76520 +3.8260 +0.54612
  2.0000 +0.22389 +1.1195 -0.02528
  2.4048 +0.00000 +0.0000 -0.06805
  3.5000 -0.38013 -1.9006 +0.12007
  5.5201 -0.00000 -0.0000 -0.03084
return probability, 5 periods, K0 = 1.0000000
largest rms spread at K0 = 2.0136 sites
undriven rms, 5 periods = 26.857 sites
second-neighbour hopping used = 0.10 J
rms with it at K0, 5 periods = 1.2759 sites
beta = 2J/kT = 0.38682 (no unit)
thermal factor I1/I0 = 0.18988 (no unit)
velocity scale V = 28847.7 m/s
undriven peak drift V/2 = 14423.9 m/s
undriven peak field = 0.3291 MV/m
undriven conductivity sigma0 = 140.439 S/m
conductivity at K0 = -9.557 S/m
pairs +n,-n in sigma/sigma0 at K0:
  n=1: Jn^2 = 0.26951, pair = -0.05353
  n=2: Jn^2 = 0.18641, pair = -0.01311
  n=3: Jn^2 = 0.03960, pair = -0.00132
negative window: K = 1.9129 to 2.8870
threshold omega tau at K0 = 0.8391 (no unit)
slow drive, K omega tau = 2.0: ratio = 0.08944
  slow-limit formula = 0.08944 (no unit)
dc field of most negative drift = 0.5567 MV/m
omega_B tau there = 1.6916 (no unit)
drift there: v/V = -0.09816, v = -2831.6 m/s
  v/V from Boltzmann equation = -0.09816
current density there = -4.5368 MA/m^2
undriven current, same dc field = 20.2474 MA/m^2
dc field of zero current = 0.8161 MV/m
omega_B/omega there = 0.98663 (no unit)
dc power absorbed per carrier = -1.5764 meV/ps
ac power absorbed per carrier = 9.2057 meV/ps
total power to the bath = 7.6293 meV/ps
checks complete
```
